\section*{Linear Stability of Accelerated Copper Growth with Depletion and Surface Diffusion}

\section*{The system}

Copper is deposited from an electrolyte onto a nearly flat surface $y=h(x,t)$. The electrolyte lies above the surface, and the unit normal $\mathbf n$ points into it. An accelerator floats on the growing metal with coverage $\theta$, a fraction of a full layer. It is neither buried, consumed nor exchanged with the bath, and it diffuses along the surface with diffusivity $D$. The normal growth speed is
\begin{equation}
v=V(\theta)\,\frac{C}{C_\infty},
\label{kin}
\end{equation}
where $C$ is the cupric concentration at the surface and $C_\infty$ its bulk value. A prime denotes $d/d\theta$, and $V$, $V'$ without argument are taken at the coverage $\theta_0>0$ of the flat surface. The question is whether a small ripple on that surface grows or decays. Capillary smoothing of the copper is left out, so any stability found here is due to the accelerator.

\section*{(a) How does the coverage change on a moving curved surface?}

\textit{Derive the evolution law of $\theta$ and linearize it about the flat state.}

\textbf{Solution.} Label surface points by $u$ and let each move along its normal, $\partial_t\mathbf r=v\mathbf n$. With $g=|\partial_u\mathbf r|$, the length of an element is $g\,du$, and $\mathbf t=\partial_u\mathbf r/g$ is the unit tangent. Differentiating $g^2=\partial_u\mathbf r\cdot\partial_u\mathbf r$ gives
\begin{equation}
\partial_t g=\mathbf t\cdot\partial_u(v\mathbf n)
=(\partial_u v)\,\mathbf t\cdot\mathbf n+v\,\mathbf t\cdot\partial_u\mathbf n
=vKg .
\end{equation}
The first term vanishes because $\mathbf t\perp\mathbf n$. The second uses $\partial_u\mathbf n=gK\mathbf t$, which defines the curvature $K$; it is positive on a bump.

The amount of accelerator on the element, $\theta g\,du$, changes only by diffusion through its ends. With arc length $s_\ell$, so that $\partial_u=g\,\partial_{s_\ell}$,
\begin{equation}
\partial_t(\theta g)=D\,\partial_u(\partial_{s_\ell}\theta)=gD\,\partial_{s_\ell}^2\theta .
\end{equation}
Expanding the left side and dividing by $g$ yields
\begin{equation}
\frac{d\theta}{dt}=-vK\theta+D\,\partial_{s_\ell}^2\theta .
\label{cov}
\end{equation}
A bump stretches as it grows and dilutes its accelerator; a hollow shrinks and concentrates it.

Now put $\theta=\theta_0+\theta_1$ and use a frame moving upwards at the flat growth speed $v_0$. To first order $\mathbf n=(-h_x,1)$ and $\mathbf t=(1,h_x)$, so $\partial_x\mathbf n=(-h_{xx},0)$ and $K=-h_{xx}$. Since $K$ is already first order, $vK\theta$ becomes $-v_0\theta_0h_{xx}$. The derivative in \eqref{cov} follows a point moving sideways at speed $-v_0h_x$; going over to fixed $x$ adds $v_0h_x\partial_x\theta_1$, a product of two small quantities. Likewise $\partial_th=v\sqrt{1+h_x^2}-v_0$ differs from $v-v_0$ only at second order. Hence
\begin{equation}
\partial_t h=v_1,\qquad
\partial_t\theta_1=v_0\theta_0h_{xx}+D\,\partial_x^2\theta_1 ,
\label{lin}
\end{equation}
with $v_1$ the first-order change of speed.

\section*{(b) When is the surface stable if the electrolyte is not depleted?}

\textit{Set $C=C_\infty$ everywhere and find the growth rates.}

\textbf{Solution.} Here $v_0=V$ and $v_1=V'\theta_1$. For perturbations proportional to $e^{ikx+\sigma t}$, with $k>0$, equations \eqref{lin} become
\begin{equation}
\sigma h=V'\theta_1,\qquad \sigma\theta_1=-v_0\theta_0k^2h-Dk^2\theta_1 .
\end{equation}
Multiply the second by $V'$ and replace $V'\theta_1$ by $\sigma h$:
\begin{equation}
\sigma^2+Dk^2\sigma+c^2k^2=0,\qquad c^2=v_0V'\theta_0 .
\label{core}
\end{equation}

For a real quadratic $\sigma^2+p\sigma+r=0$ the roots have sum $-p$ and product $r$. Two real roots are both negative exactly when $p>0$ and $r>0$. A complex pair has real part $-p/2$ and positive product, so the same test applies. The undepleted surface is therefore linearly stable at every $k>0$ if and only if
\begin{equation}
V'>0\quad\text{and}\quad D>0 .
\end{equation}

If $V'<0$, the additive is an inhibitor. The product of the roots is negative and one root is positive: bumps dilute the inhibitor and run ahead. If $V'=0$, one root is $\sigma=0$ and the ripple persists.

If $V'>0$ but $D=0$, the roots are $\sigma=\pm ick$. The geometric effect alone does not smooth the surface; it makes the ripple oscillate. A hollow collects accelerator and catches up, but when the surface becomes level the excess accelerator is still there. Growth continues, and the hollow turns into a bump. Surface diffusion removes this stored excess and so supplies the damping. It is the only damping in this model; capillary smoothing or exchange of accelerator with the bath, both left out, would also damp the oscillation, so the requirement $D>0$ does not carry over to a real bath.

\section*{(c) Which surface diffusivity damps a given ripple fastest?}

\textit{Keep $V'>0$ and no depletion, and follow the slower root as $D$ varies.}

\textbf{Solution.} The roots of \eqref{core} are
\begin{equation}
\sigma_\pm=-\tfrac12Dk^2\pm\sqrt{\tfrac14D^2k^4-c^2k^2}.
\end{equation}
For $D<2c/k$ they are complex and the decay rate is $Dk^2/2$, which rises with $D$. For $D>2c/k$ both are real. Since $\sigma_+\sigma_-=c^2k^2$, the slower rate is
\begin{equation}
-\sigma_+=\frac{c^2k^2}{\tfrac12Dk^2+\sqrt{\tfrac14D^2k^4-c^2k^2}},
\end{equation}
which falls with $D$. The best value and its rate are thus
\begin{equation}
D=\frac{2c}{k},\qquad -\sigma=ck .
\label{best}
\end{equation}
For $Dk\gg2c$ the square root approaches $Dk^2/2$, and $-\sigma_+\to c^2/D$, independent of wavelength. Fast diffusion evens out the very coverage contrast that levels the surface.

\section*{(d) How does depletion change the growth speed?}

\textit{Let cupric ions diffuse with diffusivity $D_b$ through a layer of thickness $\delta$, at whose outer plane $y=\delta$ the concentration is $C_\infty$. Find the flat state and the linear response $v_1$.}

\textbf{Solution.} Take the concentration field as quasi-steady, $\nabla^2C=0$. This requires $|\sigma|$ to be small compared with the larger of $D_bk^2$ and $D_b/\delta^2$. Advection due to the moving frame is neglected, which requires $v_0\delta/D_b\ll1$. With $\Omega$ the molar volume of copper, growth at speed $v$ consumes $v/\Omega$ moles per area and time; the ions already present in the volume taken over by the metal are a fraction $\Omega C$ of this and are neglected. The surface condition is $D_b\,\mathbf n\cdot\nabla C=v/\Omega$.

The flat solution is $C=C_0+Gy$, with
\begin{equation}
G=\frac{v_0}{\Omega D_b},\qquad C_0=C_\infty-G\delta,\qquad v_0=V\frac{C_0}{C_\infty}.
\end{equation}
Inserting the first two relations into the third gives $v_0=V-Vv_0\delta/(\Omega D_bC_\infty)$, hence
\begin{equation}
v_0=\frac{V}{1+V\delta/(\Omega D_bC_\infty)} .
\label{flat}
\end{equation}

For a ripple add the solution of Laplace's equation that vanishes on the outer plane,
\begin{equation}
C_1=\hat c\,\frac{\sinh k(\delta-y)}{\sinh k\delta}\,e^{ikx+\sigma t}.
\end{equation}
On the displaced surface the concentration changes by $Gh+\hat c$: a bump reaches into richer electrolyte. The normal gradient changes by $-k\coth(k\delta)\,\hat c$, as $G$ does not vary with $y$. The flux condition gives
\begin{equation}
\hat c=-\frac{\tanh(k\delta)}{\Omega D_bk}\,v_1 .
\end{equation}
Linearizing \eqref{kin}, with $V/C_\infty=v_0/C_0$,
\begin{equation}
v_1=\frac{V'C_0}{C_\infty}\theta_1+\frac{v_0}{C_0}(Gh+\hat c).
\end{equation}
Define $q=v_0/(\Omega C_0D_b)$. Then $v_0G/C_0=qv_0$ and $v_0\hat c/C_0=-(q/k)\tanh(k\delta)\,v_1$. Collecting $v_1$ on the left,
\begin{equation}
v_1=ah+b\theta_1,\quad a=sqv_0,\quad b=s\frac{V'C_0}{C_\infty},\quad
s=\frac{1}{1+(q/k)\tanh k\delta}.
\label{resp}
\end{equation}
The coefficient $a>0$ is the advantage of a bump. The factor $s<1$ expresses that faster growth depletes its own surroundings.

\section*{(e) What is the complete stability condition?}

\textit{Combine the response with the coverage law, for an accelerator ($V'>0$).}

\textbf{Solution.} Equations \eqref{lin} and \eqref{resp} give
\begin{equation}
(\sigma-a)h=b\theta_1,\qquad(\sigma+Dk^2)\theta_1=-v_0\theta_0k^2h .
\end{equation}
Multiplying the first by $\sigma+Dk^2$ and inserting the second,
\begin{equation}
\sigma^2+(Dk^2-a)\sigma+k^2(bv_0\theta_0-aD)=0 .
\label{full}
\end{equation}
By the test in (b), the mode decays if and only if both coefficients are positive.

In the last coefficient the factor $s$ is common to both terms:
\begin{equation}
bv_0\theta_0-aD=sv_0\left(\frac{V'C_0\theta_0}{C_\infty}-qD\right).
\end{equation}
It is positive when $D<V'C_0\theta_0/(C_\infty q)$. Insert $1/q=\Omega C_0D_b/v_0$ and $v_0=VC_0/C_\infty$; the condition becomes
\begin{equation}
D<D_{\max}=\Omega C_0D_b\,\frac{d\ln V}{d\ln\theta}\bigg|_{\theta_0},
\label{dmax}
\end{equation}
which does not contain $k$.

The other coefficient requires $Dk^2>a$. Multiplying by $1/(sD)$ gives $k^2+qk\tanh k\delta>qv_0/D$. The left side rises monotonically from zero, so there is one threshold $k_c$:
\begin{equation}
k>k_c,\qquad k_c^2+qk_c\tanh(k_c\delta)=\frac{qv_0}{D}.
\label{kc}
\end{equation}
Within this model, \eqref{dmax} and \eqref{kc} together are necessary and sufficient for decay. They bound $D$ from both sides: at given $k$ it must be large enough for $k_c<k$, yet smaller than $D_{\max}$. With the outer plane held flat, no $D$ meets both demands for sufficiently long waves, because the left side of \eqref{kc} vanishes as $k\to0$ while $qv_0/D$ stays above $qv_0/D_{\max}$.

\section*{(f) What happens at the two thresholds, and where does the model fail?}

\textit{Identify the type of instability at each threshold and examine long waves.}

\textbf{Solution.} Extend the definition of $c$ to the depleted state,
\begin{equation}
c^2=v_0\theta_0\frac{V'C_0}{C_\infty}=v_0^2\,\frac{d\ln V}{d\ln\theta}.
\end{equation}
Then $D_{\max}=c^2/(qv_0)$, and the last coefficient of \eqref{full} is $sc^2k^2(1-D/D_{\max})$.

At $k=k_c$ with $D<D_{\max}$ the linear coefficient vanishes and $\sigma=\pm ick\sqrt{s(1-D/D_{\max})}$. Just below $k_c$ the ripple is a growing oscillation: the accelerator still corrects the shape, but diffusion damps the overshoot too weakly.

At $D=D_{\max}$ with $k>k_c$ a real root passes through zero, and beyond it growth is monotonic. To see the cause, let $Dk^2\gg|\sigma|$, so that the coverage follows the shape, $Dk^2\theta_1=-v_0\theta_0k^2h$. Within this limit $\theta_1=-v_0\theta_0h/D$ does not depend on the wavelength, and
\begin{equation}
\sigma=a+b\frac{\theta_1}{h}=a-\frac{sc^2}{D}=a\left(1-\frac{D_{\max}}{D}\right).
\label{slow}
\end{equation}
The levelling term weakens as $1/D$ and loses to depletion at $D_{\max}$. Expression \eqref{dmax} also shows that, at a fixed logarithmic slope, $D_{\max}\to0$ as $C_0\to0$. Any given $D>0$ therefore exceeds $D_{\max}$ once growth is sufficiently limited by cupric transport, though a ripple may become unstable earlier by crossing $k_c$.

For $k\to0$ the roots of \eqref{full} tend to $0$ and
\begin{equation}
a(0)=\frac{qv_0}{1+q\delta}=\frac{v_0^2}{\Omega D_bC_\infty},
\end{equation}
where $C_0+G\delta=C_\infty$ was used. The same value follows from \eqref{flat} on replacing $\delta$ by $\delta-h$ and differentiating with respect to $h$. It describes a uniform extra advance $h$ towards an outer plane that keeps moving at the unperturbed speed $v_0$. The model holds that plane flat for every ripple, and this matters unless $k\delta\gg1$. If the outer edge followed the surface, the condition there would be $C_1=-Gh$ instead of $C_1=0$. This multiplies $a$ by $1-1/\cosh k\delta$ and divides the upper limit on $D$ by the same factor, which is about $(k\delta)^2/2$ for $k\delta\ll1$. As $k\to0$ the lower limit on $D$ then tends to $a(0)\delta^2/2$ while the upper limit grows without bound, so the conclusion in (e) that no $D$ stabilizes sufficiently long waves would no longer hold.

The linear theory also needs $kh\ll1$, $|\theta_1|\ll\theta_0$ and, with depletion, $h\ll\delta$. It does not describe steep trenches or coverages near saturation. Exchange of accelerator with the bath would add terms to \eqref{cov} and change the form of both thresholds. If it relaxes $\theta_1$ at a rate $\nu$, then $Dk^2$ in \eqref{full} becomes $Dk^2+\nu$. The first coefficient is then positive even for $D=0$ once $\nu>a$, and the upper limit becomes $D<D_{\max}-\nu/k^2$, which depends on the wavelength.

\section*{(g) What do the conditions mean for a plated film?}

\textit{Use $\Omega=7.1\times10^{-6}\,\mathrm{m^3/mol}$ (copper, rounded) and the model parameters $C_\infty=250\,\mathrm{mol/m^3}$, $D_b=5\times10^{-10}\,\mathrm{m^2/s}$, $\delta=50\,\mu\mathrm m$, $\theta_0=0.25$, $V=(1+19\,\theta)\,\mathrm{nm/s}$ and $D=10^{-15}\,\mathrm{m^2/s}$.}

\textbf{Solution.} \textit{Flat state.} The bulk-concentration speed is $V=1+19\times0.25=5.75\,\mathrm{nm/s}$. In \eqref{flat}, $V\delta/(\Omega D_bC_\infty)=0.324$, so
\begin{equation}
v_0=\frac{5.75}{1.324}=4.34\,\mathrm{nm/s},\qquad C_0=188.8\,\mathrm{mol/m^3}.
\end{equation}
With two electrons per ion this is a current density of $11.8\,\mathrm{mA/cm^2}$. The neglected ratios are $v_0\delta/D_b=4.3\times10^{-4}$ and $\Omega C_0=1.3\times10^{-3}$. Keeping these terms raises $C_0$ to $188.9\,\mathrm{mol/m^3}$, raises $D_{\max}$ by 0.2\% and lowers $k_c$ by 0.05\%.

\textit{Thresholds.} The logarithmic slope is $19\times0.25/5.75=0.826$, hence $c=4.343\sqrt{0.8261}=3.95\,\mathrm{nm/s}$ and
\begin{equation}
D_{\max}=(1.34\times10^{-3})(5\times10^{-10})(0.826)=5.5\times10^{-13}\,\mathrm{m^2/s}.
\end{equation}
The chosen $D$ is about 550 times smaller. With $q=6.48\times10^3\,\mathrm{m^{-1}}$, equation \eqref{kc} gives $k_c=1.645\times10^5\,\mathrm{m^{-1}}$, a critical wavelength of $38\,\mu\mathrm m$. Since $q\ll k_c$, dropping the term with $\tanh$ is a fair approximation: $2\pi\sqrt{D/(qv_0)}=37.5\,\mu\mathrm m$, which is 2\% below the full value.

\textit{A ripple of $1\,\mu\mathrm m$.} Here $Dk^2=0.0395\,\mathrm{s^{-1}}$, $ck=0.0248\,\mathrm{s^{-1}}$ and $a=2.8\times10^{-5}\,\mathrm{s^{-1}}$, so the advantage of a bump in the depleted layer is negligible. Depletion still matters through the flat state: without it $c$ would be $5.23\,\mathrm{nm/s}$ and the oscillation faster, though the decay rate would be almost the same. As $Dk^2<2ck$, the ripple oscillates while it decays, at the rate $(Dk^2-a)/2=0.0197\,\mathrm{s^{-1}}$. The envelope of the oscillation falls by a factor $e$ in 51 s, during which 220 nm of copper is deposited. If the coverage is uniform at the start, the ripple amplitude after 200 s is $-0.0154$ of its initial value; the negative sign means that hollows have become bumps. With $c$ of the depleted state, equation \eqref{best} gives the best diffusivity as $1.256\times10^{-15}\,\mathrm{m^2/s}$. With depletion included, the discriminant of \eqref{full} is $(Dk^2+a)^2-4sc^2k^2$, and it vanishes at $D=(2ck\sqrt s-a)/k^2=1.255\times10^{-15}\,\mathrm{m^2/s}$. A search over $D$ on a grid with steps of 0.23\% finds $1.253\times10^{-15}\,\mathrm{m^2/s}$, within one grid step of this value.

\textit{Other wavelengths.} The slower root has these real parts:
\begin{center}
\begin{tabular}{cc}
wavelength ($\mu$m) & $\mathrm{Re}\,\sigma$ (s$^{-1}$)\\
0.1 & $-1.56\times10^{-2}$\\
1 & $-1.97\times10^{-2}$\\
10 & $-1.83\times10^{-4}$\\
100 & $+1.08\times10^{-5}$
\end{tabular}
\end{center}
The first entry agrees with the plateau $-c^2/D=-1.56\times10^{-2}\,\mathrm{s^{-1}}$ from (c). It describes the accelerator alone; at so short a wavelength the omitted capillary smoothing may be as important or dominant. The last is unstable, as it must be above $38\,\mu\mathrm m$, but an $e$-fold increase takes $9.3\times10^4\,\mathrm s$ and about $0.4\,\mathrm{mm}$ of copper. At this wavelength $k\delta=\pi$, and an outer edge that followed the surface would lower the rate by 10\%, to $0.97\times10^{-5}\,\mathrm{s^{-1}}$. Longer waves can grow faster, but never as fast as $a$: the left side of \eqref{full} equals $k^2bv_0\theta_0>0$ at $\sigma=a$ and its minimum lies below $a$, so $\mathrm{Re}\,\sigma<a<qv_0$. An $e$-fold increase therefore takes more than $1/q=0.15\,\mathrm{mm}$ of copper at any wavelength. Within this model the instability has no practical effect on a film a few micrometres thick.

\textit{Too much diffusion.} For $D=2D_{\max}$ and a wavelength of $300\,\mu\mathrm m$, the growth rate is $1.16\times10^{-5}\,\mathrm{s^{-1}}$, real and positive. The estimate \eqref{slow} gives $a/2=1.13\times10^{-5}\,\mathrm{s^{-1}}$. Here $k\delta\approx1$, so the result relies on the flat outer plane; if the outer edge followed the surface, this ripple would decay.

\textit{Tests.} The derived growth rates were compared with a nonlinear calculation in which surface points move along their normals, accelerator is conserved between them, and Laplace's equation is solved in the curved domain where depletion is included. Five runs were made with small ripples: the damped $1\,\mu\mathrm m$ case, undepleted growth with $D=0$, an undepleted inhibitor, $k<k_c$, and $D>D_{\max}$. The largest deviation was $1.5\times10^{-5}$ of the largest linear amplitude in the same run. With $D=0$ the ripple returned to its initial amplitude after two periods of 191 s, confirming that geometry alone does not damp it. In the run with $k<k_c$ the final ratio is only $-0.152$, because the run ends near a zero of the oscillation; in its second half the magnitude reached 2.75. The two-part criterion also agreed with matrix eigenvalues at all 1763 points of a grid in $k$ and $D$. The values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
molar volume of copper (rounded) = 7.10e-06 m^3/mol
bulk cupric concentration = 250 mol/m^3
cupric diffusivity = 5.0e-10 m^2/s
boundary layer thickness = 50 um
coverage theta0 = 0.25
V(0) = 1.0 nm/s, dV/dtheta = 19.0 nm/s
accelerator surface diffusivity D = 1.0e-15 m^2/s
V(theta0) = 5.750 nm/s
flat growth speed v0 = 4.343 nm/s
current density = 11.80 mA/cm^2
surface concentration C0 = 188.8 mol/m^3
dlnV/dlntheta = 0.8261
q = 6.479e+03 1/m
coverage wave speed c = 3.947 nm/s
D_max = 5.538e-13 m^2/s
k_c = 1.645e+05 1/m
critical wavelength = 38.19 um
estimate 2 pi sqrt(D/(q v0)) = 37.46 um
neglected v0*delta/Db = 4.3e-04 (no unit)
neglected Omega*C0 = 1.3e-03 (no unit)
1 um ripple: k = 6.2832e+06 1/m, s = 0.99897
1 um ripple: a = 2.811e-05 1/s, b = 14.336 nm/s
1 um ripple: D k^2 = 0.03948 1/s
1 um ripple: c k = 0.02480 1/s
1 um ripple: best D from 2c/k = 1.256e-15 m^2/s
1 um ripple: best D from search = 1.253e-15 m^2/s
1 um ripple: fastest decay rate (search) = 0.02472 1/s
wavelength 0.1 um: Re sigma = -1.561e-02 1/s, |Im sigma| = 0.000e+00 1/s
wavelength 1 um: Re sigma = -1.973e-02 1/s, |Im sigma| = 1.498e-02 1/s
wavelength 10 um: Re sigma = -1.835e-04 1/s, |Im sigma| = 2.458e-03 1/s
wavelength 100 um: Re sigma = 1.078e-05 1/s, |Im sigma| = 2.357e-04 1/s
D=2*D_max, 300 um: sigma = 1.160e-05 1/s
neutral oscillation period (D=0, 1 um) = 191.3 s
inhibitor case: V(0) = 10 nm/s, dV/dtheta = -8 nm/s
inhibitor case: sigma = 0.01222 1/s
simulated amplitude / initial amplitude at the end of each run:
damped, 1 um: t = 200.0 s, simulated -0.0154, linear -0.0154
D=0, no depletion, 1 um: t = 382.7 s, simulated 1.0000, linear 1.0000
inhibitor, no depletion, 1 um: t = 150.0 s, simulated 5.0562, linear 5.0562
k<k_c, 100 um: t = 100000.0 s, simulated -0.1520, linear -0.1520
D=2*D_max, 300 um: t = 60000.0 s, simulated 2.0509, linear 2.0509
largest relative deviation = 1.5e-05 (no unit)
k<k_c, 100 um: largest late amplitude ratio = 2.746
grid check: 690 stable, 1073 unstable points
\end{verbatim}
